# Elastic repulsion of two identical adatoms on an isotropic half-space, part 2

Two adatoms a distance $d$ apart on a solid interact through the strain they cause. The solid fills $z>0$, with a free flat surface at $z=0$; $\mathbf r$ and $\mathbf k$ lie in the surface. The response is static and linear. The isotropic solid has Young modulus $E$, Poisson ratio $\nu$, shear modulus $\mu=E/[2(1+\nu)]$ and Lamé constant $\lambda=2\mu\nu/(1-2\nu)$.

Each adatom exerts fixed tangential forces $\mathbf f$ without resultant. Their first moment is $M_{ij}=\sum_n r^{(n)}_i f^{(n)}_j=P\delta_{ij}$ at a threefold or fourfold site. The dipole strength $P$ is an energy, positive for outward forces. Seen from far away, the force density has the transform $-iP\mathbf k$, in the convention $f(\mathbf r)=\int\frac{d^2k}{(2\pi)^2}\,\tilde f(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$.

The displacement $\mathbf u$, with volume dilation $\Theta=\nabla\cdot\mathbf u$, obeys

$$
(1-2\nu)\nabla^2\mathbf u+\nabla\Theta=0 . \tag{6}
$$

A tangential traction $t\,e^{ikx}$ on the solid along $\mathbf k$ (the $x$ axis), with $t=-\sigma_{xz}$ at the surface, gives the surface displacement

$$
u_x=\frac{g}{k}\,t,\qquad g=\frac{1-\nu}{\mu}=\frac{2(1-\nu^2)}{E}, \tag{11}
$$

where $g$ is the longitudinal surface compliance. The interaction energy $U=-\int\mathbf f_2\cdot\mathbf u_1\,d^2r$ includes the adatom–substrate bond energy; the strain energy alone contributes $-U$. For dipoles $P_1$ and $P_2$ separated by $\mathbf d$,

$$
U=-P_1P_2\,g\int\frac{d^2k}{(2\pi)^2}\,k\,e^{i\mathbf k\cdot\mathbf d}. \tag{16}
$$

For equal adatoms this gives a repulsion,

$$
U=\frac{KP^2}{d^3},\qquad K=\frac{g}{2\pi}=\frac{1-\nu^2}{\pi E}. \tag{19}
$$

At distance $r$ from one adatom the surface moves radially by $KP/r^2$, and its area dilation is $\theta=-KP/r^3$. Equivalently, $U=-P\theta(d)$.

### Forces along the normal

Let the forces also contain a couple $P_{zz}=\sum z f_z$ very close to the surface. Moments such as $\sum xf_z$ form a vector in the plane and vanish at a site with a threefold or fourfold axis. In the field of a distant adatom the couple adds $-P_{zz}\varepsilon_{zz}$ to the energy. Because the surface there is free, $\lambda(\theta+\varepsilon_{zz})+2\mu\varepsilon_{zz}=0$, and

$$
\varepsilon_{zz}=-\frac{\lambda}{\lambda+2\mu}\theta=-\frac{\nu}{1-\nu}\theta .
$$

The couple therefore acts as a tangential dipole of strength $-\nu P_{zz}/(1-\nu)$. By reciprocity it also produces the far surface displacement of such a dipole: any test force at a distant surface point does the same work on both. Equation (19) holds with

$$
P\;\to\;P-\frac{\nu}{1-\nu}P_{zz}. \tag{22}
$$

For a dipole that is isotropic in three dimensions, $P_{zz}=P$ and the effective strength is $P(1-2\nu)/(1-\nu)$. An implementation must state which of the two meanings of "isotropic" its $P$ has.

### Point forces in real space

Forces on individual atoms require the full tangential response. For a transverse traction, $u_y=e^{-kz}e^{ikx}$ satisfies (6) with $\Theta=0$, and the traction is $-\sigma_{yz}=\mu k$, so the response is $1/(\mu k)$. Together with (11),

$$
\tilde G_{ij}=\frac{1}{\mu k}\left(\delta_{ij}-\nu\frac{k_ik_j}{k^2}\right).
$$

Because $\nabla^2r=1/r$, the function $1/k^3$ transforms to $-r/(2\pi)$ plus a constant. Since $k_ik_j$ stands for $-\partial_i\partial_j$, the transform of $k_ik_j/k^3$ is $(\delta_{ij}/r-r_ir_j/r^3)/(2\pi)$. Hence

$$
G_{ij}(\mathbf r)=\frac{1}{2\pi\mu}\left[(1-\nu)\frac{\delta_{ij}}{r}+\nu\frac{r_ir_j}{r^3}\right],\qquad
U=-\sum_{m,n}f^{(m)}_{2,i}\,G_{ij}\,f^{(n)}_{1,j}, \tag{23}
$$

with $G_{ij}$ taken at the vector from force $n$ to force $m$.

The part of the finite-size correction that does not depend on direction can be found with a ring of radius $b$ carrying outward radial forces of total magnitude $2P/b$, whose moment is $P\delta_{ij}$. Its transform is $-iP\mathbf k\,[2J_1(kb)/(kb)]$, and the bracket is $1-k^2b^2/8$ to leading order. Two rings multiply (16) by $1-k^2b^2/4$. Since $-k^2$ stands for the Laplacian and $\nabla^2d^{-3}=9d^{-5}$,

$$
U_{\rm ring}\simeq\frac{KP^2}{d^3}\left(1+\frac{9b^2}{4d^2}\right). \tag{24}
$$

The sum (23) over rings of 32 forces with $b=0.01d$ gives 1.00023 times the point formula, as (24) predicts. Doubling $d$ at fixed $b$ gives an exponent of 3.0002. This tests prefactor, sign and power without the Fourier integral (16).

### Cubic crystals

On the (001) face of a cubic crystal a fourfold site still has $M_{ij}=P\delta_{ij}$, but the compliance $g(\varphi)$ depends on the direction $\varphi$ of $\mathbf k$. The response remains proportional to $1/k$, because the half-space still has no length, so the inverse cube survives. With $\mathbf d$ in the direction $\varphi_d$ and $s=d\cos(\varphi-\varphi_d)$,

$$
U=-\frac{P^2}{4\pi^2}\int_0^{2\pi}d\varphi\,g(\varphi)\int_0^\infty k^2e^{iks}dk .
$$

Since $g(\varphi+\pi)=g(\varphi)$, the contributions of $\mathbf k$ and $-\mathbf k$ can be paired. The radial integral becomes half of $\int_{-\infty}^{\infty}k^2e^{iks}dk=-2\pi\delta''(s)$, and

$$
U=\frac{P^2}{4\pi}\int_0^{2\pi}d\varphi\,g(\varphi)\,\delta''(s).
$$

On each half circle $|d\varphi|=ds/\sqrt{d^2-s^2}$, so each contributes the second derivative of $g/\sqrt{d^2-s^2}$ at $s=0$. There $(d\varphi/ds)^2=1/d^2$ and $d^2\varphi/ds^2=0$. The inverse root is $1/d+s^2/(2d^3)+\dots$, whose first derivative vanishes. The result is $(g''+g)/d^3$, twice:

$$
U=\frac{P^2}{2\pi d^3}\left[g(\varphi)+g''(\varphi)\right]_{\varphi=\varphi_d+\pi/2}. \tag{25}
$$

Constant $g$ gives back (19). If $g=g_0+g_4\cos4\varphi$, with $\varphi$ measured from [100], the bracket is $g_0-15g_4\cos4\varphi_d$, since a quarter turn leaves $\cos4\varphi$ unchanged. A small anisotropy of the compliance is magnified fifteen times. Stability makes $g$ positive but does not by itself make $g+g''$ positive. With these two harmonics, one direction turns attractive once $|g_4|>g_0/15$.

To find $g(\varphi)$ numerically, apply a unit traction along $\hat{\mathbf k}$ at $k=1$ and minimize the total energy of the depth profile $\mathbf u(z)$, expanded in Laguerre polynomials times $e^{-z}$. Then $g=\hat{\mathbf k}\cdot\mathbf u(0)$.

### Worked example: a titanate-like surface

Consider neutral metal adatoms at fourfold sites of a surface like SrTiO$_3$(001) during oxide epitaxy. Rough values are $a=0.39$ nm and $C_{11},C_{12},C_{44}=320,100,125$ GPa. The dipole $P=5$ eV is a chosen round number. Voigt averages supply the isotropic solid:

$$
B_{\rm bulk}=\frac{C_{11}+2C_{12}}3=173.3\ \text{GPa},\qquad
\mu=\frac{C_{11}-C_{12}+3C_{44}}5=119.0\ \text{GPa},
$$

$$
E=\frac{9B_{\rm bulk}\mu}{3B_{\rm bulk}+\mu}=290.5\ \text{GPa}=1813.3\ \text{eV/nm}^3,
$$

$$
\nu=\frac{3B_{\rm bulk}-2\mu}{2(3B_{\rm bulk}+\mu)}=0.2207 .
$$

At $d=3a=1.17$ nm,

$$
K=\frac{1-0.2207^2}{\pi\times1813.3}=1.670\times10^{-4}\ \text{nm}^3/\text{eV},
$$

$$
U=\frac{1.670\times10^{-4}\times5^2}{1.17^3}\ \text{eV}=2.61\ \text{meV}=4.18\times10^{-22}\ \text{J}.
$$

The formula gives 8.80 meV at $2a$, 1.10 meV at $4a$ and 0.33 meV at $6a$. At $3a$ the surface moves outward by 0.61 pm and its area dilation is $-5.2\times10^{-4}$, so $-P\theta$ is again 2.6 meV.

At 1000 K, $kT=86.2$ meV and $U/kT=0.030$. The Boltzmann factor of an isolated pair at $3a$ is 0.970, a weak preference against that separation. The formula reaches $kT$ at 0.365 nm, less than one lattice spacing, where it does not apply. At $3a$ it would take $P=28.7$ eV to make $U$ equal to $kT$.

### What the model leaves out at three lattice spacings

**Anisotropy.** The cubic constants give $g_4/g_0=0.0143$. Fifteen times this is 0.21, and the computed ratios to the isotropic energy are 0.79 along [100] and 1.22 along [110], at the same $d$. The energies are 2.06 and 3.18 meV.

**Extent of the forces.** Rings of radius $a/2$ raise $U$ by 6.7 % relative to point dipoles; the leading term in (24) gives 6.25 %. A fourfold site is not a ring, however. Four radial forces $P/(2b)$ at $\pm b\hat{\mathbf x}$ and $\pm b\hat{\mathbf y}$ have the longitudinal transform $-iPk\,[1-b^2(k_x^4+k_y^4)/(6k^2)]$ to leading order, which adds $KP^2(b^2/3)(\partial_x^4+\partial_y^4)\,d^{-1}$ to the energy. The bracket in (24) becomes $1+(9/4+\tfrac{35}{4}\cos4\psi)\,b^2/d^2$, with $\psi$ the angle between $\mathbf d$ and a force direction; the ring keeps only its angular mean. For $b=a/2$ the sum (23) over such forces changes $U$ by $+35$ % along the force directions and by $-16$ % at 45° to them.

**Response to strain.** Let the dipole change to $P+\alpha\theta$. For $\alpha>0$ this follows from a cost $(P_i-P)^2/(2\alpha)$ for each adatom. With $x=K/d^3$ and $\alpha x<1$, minimizing the two costs plus $xP_1P_2$ gives $P_1=P_2=P/(1+\alpha x)$ and the energy

$$
\frac{\alpha x^2P^2+xP^2}{(1+\alpha x)^2}=\frac{xP^2}{1+\alpha x}.
$$

For an assumed $\alpha=50$ eV the change is $-0.5$ %.

**Electric dipoles.** A normal dipole $p$ above a dielectric of relative permittivity $\epsilon_r$ has a parallel image of strength $\beta p$, with $\beta=(\epsilon_r-1)/(\epsilon_r+1)$. If the height of the dipoles above the surface is small compared with $d$, two adatoms repel with energy $(1+\beta)p^2/(4\pi\epsilon_0d^3)$. For an assumed $p=1$ debye and a rough $\epsilon_r=300$ this is 0.78 meV, or 0.30 of the elastic energy. A finite height weakens the image term: at 0.2 nm the energy is 0.62 meV, or 0.24 of the elastic energy. The permittivity is a room-temperature value; it is lower at 1000 K, but $\beta$ remains close to one and the energy hardly changes. Having the same power of $d$, it cannot be separated from elasticity by the distance dependence alone.

**Dispersion.** The attraction $-C_6/d^6$ with an assumed $C_6$ of 1000 hartree bohr$^6$ is $-0.23$ meV, about $-0.09$ of the elastic energy.

**Heat.** If all elastic constants fall by an assumed 10 % at fixed $P$, then $U$ rises by 11 %, since it varies as $1/E$.

### How the example stands to a real surface

The lattice spacing, stiffness and growth temperature are in the range of titanate epitaxy. The dipole strength is the weakest input: $U$ varies as $P^2$, so a factor of two in $P$ changes it fourfold, and $P$ has to be calculated for the actual adatom and surface termination. Isotropy is an assumption that the real crystal breaks, and with the constants used here this moves the energy by about a fifth in either direction. At three lattice spacings the discrete arrangement of the forces changes the energy by a similar or larger amount, with a sign that depends on direction. The assumed electric dipole moves the total by roughly a quarter to 30 % of the elastic term, depending on its height, and twice that dipole would add about as much as the elastic energy itself. The wide band gap is the reason for omitting interactions carried by conduction electrons; a metallic or heavily doped substrate needs them, and so may one whose conduction band receives electrons from the metal adatoms. An adatom with a net charge, a nearby step or a vacancy also lies outside the model. The worked numbers above and the numerical output below carry more digits than these rough inputs justify; the extra digits serve only to check the arithmetic.

## Numbers as computed

```
Lattice spacing a = 0.39 nm
Rough C11, C12, C44 = 320, 100, 125 GPa
Zener ratio 2 C44/(C11-C12) = 1.136
Voigt bulk modulus = 173.3 GPa
Voigt shear modulus mu = 119.0 GPa
Young modulus E = 290.5 GPa = 1813.3 eV/nm^3
Poisson ratio nu = 0.2207
Chosen force dipole P = 5.0 eV
(1-nu^2)/(pi E) = 1.6700e-04 nm^3/eV
U d^3 = 4.175 meV nm^3
U at d = 2a = 0.78 nm: 8.798 meV
U at d = 3a = 1.17 nm: 2.607 meV
U at d = 4a = 1.56 nm: 1.100 meV
U at d = 6a = 2.34 nm: 0.326 meV
Main result U(3a) = 2.607 meV = 4.176e-22 J
Strain-energy part of interaction at 3a = -2.607 meV
Repulsive force 3U/d at 3a = 6.684 meV/nm
Radial displacement at 3a = 0.6100 pm
Surface dilation at 3a = -5.213e-04 (no unit)
Normal-couple factor -nu/(1-nu) = -0.2831
Exponent from ring-force sums = 3.0002
Ring sum / formula, radius 0.01 d = 1.00023
Temperature T = 1000 K, kT = 86.17 meV
U(3a)/kT = 0.0302
Boltzmann factor exp(-U/kT) at 3a = 0.9702
Distance where formula gives U = kT: 0.365 nm
P needed for U(3a) = kT: 28.7 eV
Neglected effects at d = 3a:
Isotropic g = 1.0493e-03 nm^3/eV
Cubic g, mean = 1.0502e-03 nm^3/eV
Cubic g, fourfold part / mean = 0.01428
Cubic U / isotropic U, d along [100] = 0.792
Cubic U / isotropic U, d along [110] = 1.221
Cubic U(3a) along [100] = 2.064 meV
Cubic U at same d along [110] = 3.183 meV
Force ring radius a/2 = 0.195 nm
Finite-ring change of U = +6.74 %
Leading term 9b^2/(4d^2) = +6.25 %
Assumed strain response alpha = 50 eV
Strain-response change of U = -0.52 %
Assumed electric dipole = 1.0 D = 0.02082 e nm
Rough permittivity = 300, image factor = 0.9934
Electric dipole repulsion = 0.777 meV
Electric / elastic energy = 0.298
Assumed C6 = 1000 hartree bohr^6
Dispersion energy = -0.233 meV
Dispersion / elastic energy = -0.089
Assumed softening = 10 %
Softening change of U = +11.1 %
```
